# Potential discontinuity and spurious field of an asymmetric periodic slab, part 2

A neutral, asymmetric slab is repeated along its normal $z$ with period $L$, with vacuum between copies. The aim is to recover the slab standing alone, with no field in the vacuum. Here $\rho$ is the total charge density and $\phi$ the potential, both averaged over the in-plane cell of area $A$. An electron has potential energy $-e\phi$, with $e>0$, and $\varepsilon_0=0.055263\ e/(\mathrm{V\,nm})$.

The slab has total dipole $m$ per area, and its isolated potential is higher above than below by $m/\varepsilon_0$. Requiring a periodic potential adds a spurious vacuum field $E_v=m/(\varepsilon_0L)$. The correction is a potential that rises by $J=m/\varepsilon_0$ through the cell and drops by $J$ at a cut in vacuum. For a given density, the isolated and periodic energies per area are related by the energy result of the first half:

$$U_{\rm iso}=U_{\rm per}+\frac{m^2}{2\varepsilon_0L}.\qquad(5)$$

If a charge $q$ per area lies beyond the cut, the correction leaves a vacuum field $q/\varepsilon_0$.

A slab that responds has dipole $m_0$ at zero vacuum field and polarizability $\alpha$ per area:

$$m=m_0+\alpha E_v,\qquad(7)$$

For layers of thickness $d_j$ and relative permittivity $\varepsilon_j$,

$$\alpha=\varepsilon_0\sum_jd_j\left(1-\frac1{\varepsilon_j}\right).\qquad(8)$$

An ideally screening metal is the limit $\varepsilon_j\to\infty$. With $a=\alpha/(\varepsilon_0L)$, the uncorrected cell has

$$m=\frac{m_0}{1-a},\qquad E_v=\frac{m_0}{\varepsilon_0L(1-a)}.\qquad(9)$$

With the correction matched to the actual dipole, $E_v=0$ and $m=m_0$.

The smooth test density in the numerical output consists of three Gaussian sheets with charges $0.9$, $-1.4$ and $0.5\ e/\mathrm{nm^2}$, centred at $1.9$, $2.6$ and $3.1$ nm, with widths of $0.12$, $0.15$ and $0.10$ nm, in a cell of 5 nm. Its finite stack has seven copies, and the mean field is taken across the central cell.

### Energy error after relaxation

Near its zero-field state, an isolated linear slab constrained to have dipole $m$ has energy per area

$$F_{\rm iso}(m)=F_0+\frac{(m-m_0)^2}{2\alpha}.$$

The coefficient is fixed by (7): minimizing $F_{\rm iso}-mE_v$ gives $m-m_0=\alpha E_v$. By the energy result of the first half, the uncorrected cell instead minimizes

$$F_{\rm per}(m)=F_0+\frac{(m-m_0)^2}{2\alpha}-\frac{m^2}{2\varepsilon_0L}.$$

Setting the derivative to zero reproduces $m=m_0/(1-a)$. At this point $m-m_0=am_0/(1-a)$. Using $\alpha=a\varepsilon_0L$,

$$F_{\rm per}-F_0=\frac{m_0^2}{2\varepsilon_0L(1-a)^2}(a-1)
=-\frac{m_0^2}{2\varepsilon_0L(1-a)}.\qquad(10)$$

The minus sign means that the uncorrected energy lies below the isolated one. For a rigid slab, $a=0$, the error is that of the fixed density. The second derivative of $F_{\rm per}$ is $(1-a)/\alpha$, so the stationary point is a minimum when $a<1$.

### When the discontinuity is updated late

If $m$ is computed from the same density as the electrostatic potential, the fields cancel at every iteration, even before self-consistency. A different procedure holds $J_n=m_n/\varepsilon_0$ fixed, relaxes the density completely, and then updates $J$. During that relaxation the field is

$$E_v=\frac{m_{n+1}-m_n}{\varepsilon_0L}.$$

Equation (7) gives $m_{n+1}=m_0+a(m_{n+1}-m_n)$, and hence

$$m_{n+1}=\frac{m_0-am_n}{1-a}.$$

Subtracting $m_0$ from both sides,

$$m_{n+1}-m_0=-\frac{a}{1-a}(m_n-m_0).\qquad(11)$$

The error alternates in sign. It decays if $a<\tfrac12$ and grows if $a>\tfrac12$. A slab that fills much of its cell can therefore make this delayed update diverge, although the corrected problem has a well-defined solution.

Mixing cures this within the linear model. If only a fraction $\beta$ of the proposed change in $m$ is accepted, the error factor becomes

$$(1-\beta)-\beta\frac{a}{1-a}=1-\frac{\beta}{1-a}.$$

It has magnitude below one for $0<\beta<2(1-a)$.

### A metal electrode with a water film

Consider a metal of thickness 1.5 nm under a water film of thickness 1.0 nm. The cell length is 5.0 nm, leaving a vacuum gap of 2.5 nm with the discontinuity at its middle. The metal screens ideally. On the time scale of electronic relaxation, with nuclei fixed, the film has permittivity 1.8.

The net interfacial dipole is represented by frozen sheets of $-0.50$ and $+0.50\ e/\mathrm{nm^2}$ (8.01 µC/cm²), placed 0.20 nm apart in the film with the positive sheet outwards. At zero vacuum field the field between them is reduced by the factor 1.8, and the total dipole, including the induced part, is

$$m_0=\frac{0.50\times0.20}{1.8}=0.0556\ e/\mathrm{nm}
=8.90\times10^{-12}\ \mathrm{C/m}.$$

The required discontinuity has magnitude

$$J=\frac{m_0}{\varepsilon_0}=\frac{0.05556}{0.055263}=1.005\ \mathrm V.$$

The potential drops by this amount on crossing the cut upwards. In a numerical solution of the layered cell with this jump, the remaining vacuum field was $1.4\times10^{-15}$ V/nm.

The work function is the energy needed to take an electron from the common Fermi level to the vacuum just outside a face. The upper vacuum has the higher potential, so

$$W_{\rm wet}=W_{\rm bare}-eJ=4.500-1.005=3.495\ \mathrm{eV}.$$

The bare value of 4.5 eV is an input. The ordinary surface dipoles of the two metal faces are taken to be equal and opposite, so they cancel in $m$.

Without the correction, the dipole $m_0$ alone would give $1.005/5.0=0.201$ V/nm. Response makes this larger. Equation (8) gives

$$a=\frac{1.5+1.0(1-1/1.8)}{5.0}=0.389,$$

and (9) gives

$$m=\frac{0.05556}{1-0.3889}=0.0909\ e/\mathrm{nm},\qquad
E_v=\frac{0.2011}{1-0.3889}=0.329\ \mathrm{V/nm}.$$

This is 3.29 MV/cm. The step measured between the two slab faces is no longer 1.005 V. Since the total potential change around the cell is zero, it equals the fall across the vacuum:

$$0.3290\times2.5=0.8225\ \mathrm V.$$

The difference from the corrected step, about 0.18 V, is lost because the spurious field also enters the film. From (10), the energy error is

$$-\frac{(0.05556)^2}{2(0.055263)(5.0)(1-0.3889)}
=-9.14\ \mathrm{meV/nm^2},$$

relative to the corrected cell.

With the slab held fixed, increasing $L$ to 10 and 20 nm lowers the relaxed field to 0.125 and 0.056 V/nm. The decay follows $1/(L-\alpha/\varepsilon_0)$, so extra vacuum is a slow remedy. The correction gives zero field already in the 5 nm cell.

For a delayed update, (11) gives an error factor of $-0.636$ at 5 nm. Shortening the vacuum so that $L=3.75$ nm raises $a$ to 0.519 and changes the factor to $-1.077$. Direct iteration of the layered cell gave the same two factors: the first sequence converged and the second diverged.

### Motion of the water

Suppose now that the molecules can reorient in the spurious field. Use the static permittivity 80 for the response of the film, and keep the net zero-field dipole $m_0$ fixed. This is a new assumption: $m_0$ now stands for the dipole that remains after reorientation. The sheets of $\pm0.50\ e/\mathrm{nm^2}$ in a film of permittivity 80 would be screened to a step of only 0.023 V, and sheets of about $22\ e/\mathrm{nm^2}$ would be needed to keep the step at 1.005 V. The effective thickness in (8) becomes $1.5+1.0(1-1/80)=2.4875$ nm, and

$$E_v=\frac{1.0053}{5.0-2.4875}=0.400\ \mathrm{V/nm}.$$

For the same net zero-field dipole, a film that can reorient therefore amplifies the spurious field more than the fixed-nuclei estimate suggests.

Even in the corrected cell the dipole fluctuates. Let $P_n$ and $P_e$ be the deviations of the nuclear and electronic polarizations from their means, with susceptibilities $\chi_n=\varepsilon_s-\varepsilon_\infty$ and $\chi_e=\varepsilon_\infty-1$. Here $\varepsilon_s=80$ and $\varepsilon_\infty=1.8$. With no vacuum field, the field inside the film is $-(P_n+P_e)/\varepsilon_0$. The energy per volume is

$$w=\frac{1}{2\varepsilon_0}\left[\frac{P_n^2}{\chi_n}+\frac{P_e^2}{\chi_e}+(P_n+P_e)^2\right].$$

The first two terms resist polarization, and the last is the field energy. The electrons follow the nuclei, so $\partial w/\partial P_e=0$:

$$\frac{P_e}{\chi_e}+P_n+P_e=0,\qquad
P_e=-\frac{\chi_e}{\varepsilon_\infty}P_n,\qquad
P=P_n+P_e=\frac{P_n}{\varepsilon_\infty}.$$

Put this back into $w$. The two terms containing $P_e$ sum to $P_n^2/\varepsilon_\infty$, because $\chi_e/\varepsilon_\infty^2+1/\varepsilon_\infty^2=1/\varepsilon_\infty$. Thus

$$w=\frac{P_n^2}{2\varepsilon_0}\left(\frac1{\chi_n}+\frac1{\varepsilon_\infty}\right)
=\frac{P_n^2}{2\varepsilon_0}\frac{\varepsilon_s}{\chi_n\varepsilon_\infty}.$$

For a film of thickness $d$ and volume $Ad$, a classical quadratic energy has mean $k_BT/2$. This gives

$$\langle P_n^2\rangle=\frac{k_BT\varepsilon_0\chi_n\varepsilon_\infty}{Ad\,\varepsilon_s},\qquad
\langle P^2\rangle=\frac{k_BT\varepsilon_0}{Ad}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).$$

The potential step fluctuates by $Pd/\varepsilon_0$, with standard deviation

$$\sigma_J=\sqrt{\frac{k_BTd}{\varepsilon_0A}
\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)}.\qquad(12)$$

At 300 K and $A=1.0\ \mathrm{nm^2}$ this is 0.50 V, half of the 1.005 V taken as the mean step. The number depends on using the bulk value for $\varepsilon_s$. Water confined to about a nanometre can have a far smaller permittivity along the normal, and for $\varepsilon_s=2.1$ equation (12) gives 0.19 V. The discontinuity must be recalculated for each configuration, since a value fixed at the mean would leave a fluctuating field. Averaging to a standard error of 0.05 V takes about $(0.504/0.05)^2\approx102$ independent configurations. A larger lateral area reduces $\sigma_J$ as $A^{-1/2}$.

### Lateral structure and electron tails

The discontinuity corrects the plane average. A lateral charge variation of wave number $G$ obeys

$$\phi_G''-G^2\phi_G=-\frac{\rho_G}{\varepsilon_0}.$$

For a sheet of amplitude $\sigma_G$ at the origin, the decaying solution is

$$\phi_G=\frac{\sigma_G}{2\varepsilon_0G}e^{-G|z|},$$

because its slope changes by $-\sigma_G/\varepsilon_0$ at the sheet. Repeated slabs do interact through these terms, but the interaction decays exponentially with the gap. For a lateral period of 1.0 nm, an amplitude of $0.50\ e/\mathrm{nm^2}$ and a distance of 2.5 nm, the potential is $1.1\times10^{-7}$ V. Larger lateral periods have smaller $G$ and need a wider gap for the same accuracy.

The cut must also avoid the electron density. Outside the wet face, an electron at the Fermi level with no lateral momentum satisfies

$$\frac{\hbar^2}{2m_e}\psi''=W_{\rm wet}\psi,\qquad
\psi\propto e^{-\kappa x},\qquad
\kappa=\frac{\sqrt{2m_eW_{\rm wet}}}{\hbar}=9.58\ \mathrm{nm^{-1}},$$

where $m_e$ here denotes the electron mass and $x$ the distance from the film edge. If the density at the edge is $n_0$, the number of electrons per area beyond a cut at $x_c$ is

$$\int_{x_c}^{\infty}n_0e^{-2\kappa x}\,dx=\frac{n_0}{2\kappa}e^{-2\kappa x_c}.$$

Multiplying by $e/\varepsilon_0$ gives the magnitude of the field left by the misplaced charge. For an assumed $n_0=1.0\ \mathrm{nm^{-3}}$ it is $3.0\times10^{-3}$ V/nm at $x_c=0.30$ nm and $3.8\times10^{-11}$ V/nm at the chosen 1.25 nm. The estimate assumes a constant barrier, ignores the jump at the cut and the tail from the bare face, and gives the whole edge density the decay of this one state. Fermi-level states of the metal have already decayed strongly in crossing the film, so an edge density of this size would belong to more strongly bound states of the water. The image attraction lowers the real barrier near the surface and slows the decay, whereas electrons with lower energy or with lateral momentum decay faster. These two errors have opposite signs but need not cancel, so the two fields show only that the error falls steeply with distance. They do not give its size or its exact rate of decay.

### Comparison with a plating interface

The bare work function of 4.5 eV is a rough value typical of copper, and a lowering of order one volt by adsorbed water is plausible for a metal surface. The sheet charge and separation were chosen to produce such a step and are not measured properties of water. A copper electrode in a plating bath differs from this model in important ways: it faces a continuous electrolyte with mobile ions, it carries charge set by the applied potential, and it has no nearby vacuum. The 3.5 eV found here is therefore a property of the model film and not an electrode potential. The film permittivities are also rough, since water within a nanometre of a metal need not respond like bulk water. With the bulk static permittivity, molecular motion is not a small effect in this model: at the same net zero-field dipole, reorientation raises the uncorrected field from 0.33 to 0.40 V/nm, and thermal motion spreads the corrected step by 0.50 V in a cell of 1 nm² lateral area. Both effects shrink if the static permittivity of the film along the normal is close to its electronic value. Atomic structure, charge transfer and nonlinear response are left out and require a first-principles calculation of the particular interface.

The values used in this example, with their units, are collected in the numerical output below.

## Calculated quantities

```
SMOOTH TEST DENSITY
dipole per area: -0.3800 e/nm
periodic vacuum field: -1.3752 V/nm
corrected vacuum field, magnitude: 1.7e-15 V/nm
mean field of finite stack: 1.3752 V/nm
EXAMPLE INPUTS
eps0: 0.055263 e/(V nm)
cell length: 5.00 nm; vacuum gap: 2.50 nm
metal thickness: 1.50 nm; film: 1.00 nm
film permittivity, electronic: 1.8; static: 80
frozen sheet charge: 0.50 e/nm^2
same sheet charge: 8.01 uC/cm^2
sheet separation: 0.20 nm
CORRECTED CELL
zero-field dipole per area: 0.05556 e/nm
same dipole per area: 8.901e-12 C/m
required potential discontinuity, magnitude: 1.0053 V
residual vacuum field, magnitude: 1.4e-15 V/nm
work function, bare side (input): 4.500 eV
work function, wet side: 3.495 eV
UNCORRECTED CELL
field from unrelaxed dipole: 0.2011 V/nm
response ratio a: 0.3889
relaxed dipole per area: 0.09091 e/nm
relaxed vacuum field: 0.3290 V/nm
same relaxed field: 3.290 MV/cm
potential step between slab faces: 0.8225 V
energy error per area: -9.139 meV/nm^2
relaxed field for L = 10 nm: 0.1248 V/nm
relaxed field for L = 20 nm: 0.0557 V/nm
DELAYED UPDATE OF THE DISCONTINUITY
error factor for L = 5.00 nm: -0.6364
a for L = 3.75 nm: 0.5185
error factor for L = 3.75 nm: -1.0769
SIZES OF NEGLECTED EFFECTS
uncorrected field if water reorients: 0.4001 V/nm
temperature: 300 K; lateral area: 1.0 nm^2
thermal standard deviation of step: 0.504 V
independent frames for 0.05 V error: 102
lateral period: 1.0 nm
lateral image potential scale: 1.1e-07 V
assumed electron density at film edge: 1.0 nm^-3
electron amplitude decay constant: 9.577 nm^-1
tail field, cut 0.30 nm away: 3.0e-03 V/nm
tail field, cut 1.25 nm away: 3.8e-11 V/nm
```
